# White-Light Interferograms as Fourier Transforms and the Gaussian Coherence Length, part 1

(Sections cited here and not found follow in the second part.)

## From the source spectrum to the interferogram

A lamp whose spectrum is Gaussian in wavenumber, and falls to half its maximum at 550 nm and 650 nm, illuminates a two-beam interferometer. When a smooth surface is scanned through the position of equal arms, fringes appear with a period of 298 nm in height, but their envelope is only 1.58 µm wide at half maximum. About 5.3 fringes fit within that width. Yet each wavelength in the lamp, taken alone and at normal incidence, would give fringes of constant contrast over the whole scan. The limited range must come from the addition of these fringe patterns, and the addition turns out to be a Fourier integral.

### Geometry and assumptions

Let $z$ be the scan position and $h$ the height of the surface, both measured along the optical axis. Raising $z$ lengthens the surface arm, and raising $h$ shortens it. The origin of $z$ is chosen so that the arms are equal when $z=h$. With

$$\zeta=z-h,$$

the surface arm is longer than the reference arm by $\zeta$ in one direction and by $2\zeta$ for the return trip. The path difference is therefore $2\zeta$.

The angular wavenumber is $k=2\pi/\lambda$, where $\lambda$ is the wavelength in the medium of the arms, here air. The speed of light in that medium is $c$, so the angular frequency is $\omega=ck$. Waves carry the time factor $e^{-i\omega t}$. The assumptions are as follows.

1. The light is stationary, and the exposure $T$ is long compared with both the delay between the arms and the inverse bandwidth.
2. Incidence is close to normal, there is one reflecting surface, and the height does not vary within the resolved spot.
3. Apart from the path difference $2\zeta$, the arms are balanced: they contain equal amounts of glass.
4. The detector responds linearly to power.
5. The surface is dispersionless. The moduli $r_r$ and $r_s$ of the reference and surface amplitudes, and their relative phase $\varphi$, do not depend on $k$ within the spectrum.

The amplitudes $r_r$ and $r_s$ describe the two arms after factors common to both have been removed. If the arms have phases $\varphi_r$ and $\varphi_s$, then $\varphi=\varphi_s-\varphi_r$, because a common phase cannot change a detected power.

### Why different wavenumbers do not interfere

**Lemma 1.** Let a real field on the interval $0\le t\le T$ be

$$A(t)=\mathrm{Re}\sum_{j\ge1}A_je^{-i\omega_jt},\qquad \omega_j=\frac{2\pi j}{T}.$$

Its mean square over the interval is $\frac12\sum_j|A_j|^2$.

**Proof.** Write the real part as half the sum of a number and its conjugate:

$$A(t)=\frac12\sum_j\left(A_je^{-i\omega_jt}+A_j^*e^{i\omega_jt}\right).$$

The square is

$$A^2=\frac14\sum_{j,l}\left[A_jA_le^{-i(\omega_j+\omega_l)t}+A_jA_l^*e^{-i(\omega_j-\omega_l)t}+\text{c.c.}\right],$$

where c.c. denotes the complex conjugate of the two terms before it. Every exponential has the form $e^{-2\pi imt/T}$ with integer $m$. Its average over $T$ is one for $m=0$ and zero otherwise, since the integral then covers whole periods. In the first term $m=j+l\ge2$, so it averages to zero. In the second, $m=j-l$, and only $j=l$ survives. That term and its conjugate give

$$\langle A^2\rangle=\frac14\sum_j2|A_j|^2=\frac12\sum_j|A_j|^2.\qquad\square$$

The lemma does not say that waves of different wavenumber fail to add. They do add, and produce beats. The detector averages the beats away during the exposure.

Any field without a constant part, as light is, can be expanded in this way over one exposure. A delayed copy is represented by the same series with shifted phases, except near one end of the interval, over a time $2|\zeta|/c$. This is a fraction $2|\zeta|/(cT)$ of the exposure. For $|\zeta|=3$ µm and $T=1$ ms the delay is about 20 fs and the fraction about $2\times10^{-11}$, so the end effect may be dropped.

### The theorem

Let the incoming amplitudes be $a_j$. Define the spectrum $S(k)$ as the mean detected power per unit wavenumber that would result from a unit arm amplitude:

$$S(k_j)\,\delta k=\tfrac12\langle|a_j|^2\rangle,\qquad \delta k=\frac{2\pi}{cT}.$$

The brackets here mean an average over records. Throughput common to both arms and the response of the detector multiply the power at each $k$. They are included in $S$, which is therefore an effective spectrum, and not the emission of the lamp alone.

**Theorem 1.** Under assumptions 1 to 5, the mean detected signal is

$$I(z)=(r_r^2+r_s^2)F(0)+2r_rr_s\,\mathrm{Re}\left[e^{i\varphi}F(\zeta)\right],$$

$$F(\zeta)=\int_0^\infty S(k)e^{2ik\zeta}\,dk.$$

**Proof.** The surface arm delays the field by $2\zeta/c$. Replacing $t$ by $t-2\zeta/c$ changes the time factor into

$$e^{-i\omega_j(t-2\zeta/c)}=e^{-i\omega_jt}e^{2ik_j\zeta}.$$

The total amplitude at $\omega_j$ is hence

$$A_j=a_j\left(r_r+r_se^{i\varphi}e^{2ik_j\zeta}\right).$$

Its squared modulus is

$$|A_j|^2=|a_j|^2\left[r_r^2+r_s^2+r_rr_s\left(e^{i(2k_j\zeta+\varphi)}+e^{-i(2k_j\zeta+\varphi)}\right)\right],$$

and the two exponentials add to $2\cos(2k_j\zeta+\varphi)$. Lemma 1 supplies the factor $\frac12$, and the definition of $S$ gives

$$I=\sum_jS(k_j)\left[r_r^2+r_s^2+2r_rr_s\cos(2k_j\zeta+\varphi)\right]\delta k.$$

For a long exposure $\delta k$ is small, and the sum becomes an integral over $k$. Because $r_r$, $r_s$ and $\varphi$ are constants, they leave the integral. Writing the cosine as the real part of an exponential then gives the stated result. $\square$

The statement that the interferogram is the Fourier transform of the spectrum thus needs two qualifications. The signal contains a constant background, and its oscillating part is the real part of the transform. The variable conjugate to $k$ is the path difference $2\zeta$. As a function of scan height, light of wavenumber $k$ produces fringes of angular spatial frequency $2k$.

A single exposure also fluctuates about the mean. Suppose that the $a_j$ are independent complex Gaussian variables, as for thermal light in one spatial mode. Then $|a_j|^2$ has a relative standard deviation of one, and a sum over $M$ comparable modes has one of order $1/\sqrt M$. With $M$ about $10^{11}$, the order of magnitude for the example with a 1 ms exposure, this is a few parts in a million. Photon and electronic noise are separate and are not included.

### What the envelope shows

Write $F(\zeta)=|F(\zeta)|e^{i\alpha(\zeta)}$. The oscillating part becomes

$$2r_rr_s|F(\zeta)|\cos[\alpha(\zeta)+\varphi].$$

When $|F|$ changes little over one fringe, it is the visible envelope. A constant phase $\varphi$ moves the fringes beneath it and leaves the envelope in place.

**Lemma 2.** For a dispersionless surface the envelope is symmetric about $\zeta=0$. If $S$ is positive on some interval of $k$, the envelope has its unique greatest value there.

**Proof.** Since $S$ is real, $F(-\zeta)=F(\zeta)^*$, so $|F(-\zeta)|=|F(\zeta)|$. Next, $|F|=e^{-i\alpha}F$ is real, and taking the real part of the integral gives

$$|F(\zeta)|=\int_0^\infty S(k)\cos[2k\zeta-\alpha(\zeta)]\,dk\le\int_0^\infty S(k)\,dk=F(0).$$

Equality requires the cosine to be one wherever $S$ is positive. On an interval of $k$ this is impossible unless $\zeta=0$, because otherwise $2k\zeta-\alpha$ varies with $k$. $\square$

The symmetry holds even if the spectrum itself is lopsided. The lemma is the reason why the envelope peak marks the height: at equal paths all wavenumbers have the same interference phase $\varphi$, and elsewhere their phases spread.

Two limiting cases show the role of a continuous spectrum. A single line gives constant $|F|$, and the envelope contains no height information. Two equal lines at $k_a$ and $k_b$ give

$$\cos2k_a\zeta+\cos2k_b\zeta=2\cos[(k_a-k_b)\zeta]\cos[(k_a+k_b)\zeta].$$

The contrast vanishes when $(k_a-k_b)\zeta=\pi/2$ and then returns in full. A continuous band contains many separations, so its fringe patterns do not all return to a common phase.

### Recovering spectrum and height

**Theorem 2.** Let $g(z)$ be the oscillating part of the signal, and let $S$ be smooth enough for $g$ to be integrable. For $k>0$,

$$\int_{-\infty}^{\infty}g(z)e^{-2ikz}\,dz=\pi r_rr_sS(k)e^{i(\varphi-2kh)}.$$

**Proof.** Twice a real part is a number plus its conjugate, so

$$g(z)=r_rr_s\int_0^\infty S(k')\left[e^{i\varphi}e^{2ik'(z-h)}+e^{-i\varphi}e^{-2ik'(z-h)}\right]dk'.$$

Multiply by $e^{-2ikz}$ and integrate over $z$. The first term contains

$$\int_{-\infty}^{\infty}e^{2i(k'-k)z}\,dz=2\pi\delta[2(k'-k)]=\pi\delta(k'-k).$$

The factor of two inside the delta function halves its weight. The second term contains $\pi\delta(k'+k)$, which contributes nothing because $k$ and $k'$ are positive. Setting $k'=k$ in the first term leaves the stated expression. $\square$

The modulus of the transform returns the spectrum times the constant $\pi r_rr_s$, and the slope of its phase with respect to $k$ is $-2h$.

This was tested on a spectrum with two peaks. The peaks were Gaussians with weights 0.6 and 0.4, centres 9.8 and 11.5 rad/µm, and standard deviations 0.4 and 0.3 rad/µm. A field with these mode powers and random phases was built in time, split, delayed, added and squared, with $\varphi=0.7$ rad. The simulated scan ran from $-15$ to 15 µm in steps of 50 nm. Its transform returned the height of 1250 nm that had been set, to the printed 0.0001 nm, and the spectrum to rounding error. The record was periodic and free of noise, so this tests the algebra and not the precision of an instrument.

The scan step $\Delta z$ matters in such a transform. Samples cannot distinguish the spatial frequency $2k$ from $2k-2\pi/\Delta z$. The positive band stays separate from the aliased negative band if $2k<\pi/\Delta z$ throughout the spectrum, or $\Delta z<\lambda/4$ at its shortest wavelength.

### How dispersion breaks the relation

If the amplitudes and phase vary with $k$, they stay inside the integral, and the proof of Theorem 2 gives

$$\int g(z)e^{-2ikz}\,dz=\pi S(k)r_r(k)r_s(k)e^{i[\varphi(k)-2kh]}.$$

Comparison with Theorem 2 shows what is needed for the oscillating part to be the transform of $S$ at the true height: wherever $S>0$, both $r_rr_s$ and $\varphi$ must be constant, the latter up to multiples of $2\pi$.

A phase $\varphi=\varphi_0+\varphi_1k$ is the mildest departure. The total phase is then

$$\varphi_0+\varphi_1k-2kh=\varphi_0-2k\left(h-\frac{\varphi_1}{2}\right).$$

The envelope keeps its shape but moves to $z=h-\varphi_1/2$. The interferogram alone cannot distinguish this phase from a change of height.

A transparent film departs further. Let its thickness be $d$ and its index $n_f$ constant, and keep one reflection from each interface. The surface amplitude is $r_1+r_2e^{2ikn_fd}$, where $r_2$ includes transmission through the upper interface. In place of $F(\zeta)$ times one constant, the integral gives

$$r_1F(\zeta)+r_2F(\zeta+n_fd).$$

There are two fringe packets, a distance $n_fd$ apart in scan height. If that distance is much smaller than the envelope width they overlap, and the peak of their sum need not mark the upper interface.

## The Gaussian coherence length and its limits

The following symbols and results are carried over. The scan position relative to the surface is $\zeta=z-h$, and the path difference is $2\zeta$. The effective spectrum per unit angular wavenumber is $S(k)$. The arm amplitudes have moduli $r_r$ and $r_s$ and relative phase $\varphi$. For constant amplitudes and phase, the signal is

$$I=(r_r^2+r_s^2)F(0)+2r_rr_s\,\mathrm{Re}[e^{i\varphi}F(\zeta)],\qquad F(\zeta)=\int_0^\infty S(k)e^{2ik\zeta}\,dk.$$

The envelope is $|F(\zeta)|$. What remains is to evaluate it for a Gaussian spectrum.

### A Gaussian integral

**Lemma 3.** For complex $a$ with positive real part and real $\zeta$,

$$G(\zeta)=\int_{-\infty}^{\infty}e^{-aq^2/2+2iq\zeta}\,dq=\sqrt{\frac{2\pi}{a}}\,e^{-2\zeta^2/a},$$

where the square root is the one with positive real part.

**Proof.** Differentiation with respect to $\zeta$ brings down $2iq$. Since $qe^{-aq^2/2}=-a^{-1}\,d(e^{-aq^2/2})/dq$, integration by parts gives

$$\int qe^{-aq^2/2}e^{2iq\zeta}\,dq=\frac1a\int e^{-aq^2/2}(2i\zeta)e^{2iq\zeta}\,dq=\frac{2i\zeta}{a}G.$$

The boundary terms vanish because $\mathrm{Re}\,a>0$. Thus

$$\frac{dG}{d\zeta}=2i\,\frac{2i\zeta}{a}G=-\frac{4\zeta}{a}G,$$

and $G(\zeta)=G(0)e^{-2\zeta^2/a}$.

For real $a$, squaring $G(0)$ and using polar coordinates gives

$$G(0)^2=2\pi\int_0^\infty\rho e^{-a\rho^2/2}\,d\rho=\frac{2\pi}{a}.$$

For complex $a$, differentiate $G(0)$ with respect to $a$ and integrate by parts once more:

$$\frac{dG(0)}{da}=-\frac12\int q^2e^{-aq^2/2}\,dq=-\frac{1}{2a}G(0).$$

Hence $\sqrt a\,G(0)$ does not change with $a$, and it keeps the value $\sqrt{2\pi}$ found on the real axis. $\square$

For a dispersionless surface, the oscillating part of the interferogram is set by the Fourier integral of the effective spectrum, and Lemma 3 supplies the integral needed for a Gaussian one. It remains to find the coherence length and to estimate how dispersion, spectral shape, aperture and other departures change it.
